\section*{Watson integrals and the ordering temperature of the classical cubic ferromagnet}

\section{Problem}

Classical spins of unit length sit on a cubic lattice and interact through
\begin{equation}
H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,\qquad J>0,
\end{equation}
where each nearest-neighbour pair is counted once. Counting each pair twice would double every temperature below. Let $z$ be the number of neighbours, $\gamma_{\mathbf q}$ the average of $e^{i\mathbf q\cdot\boldsymbol\delta}$ over the neighbour vectors $\boldsymbol\delta$, $J_{\mathbf q}=zJ\gamma_{\mathbf q}$ and $J_0=zJ$. The Watson integral is the Brillouin-zone average
\begin{equation}
W=\left\langle \frac{1}{1-\gamma_{\mathbf q}}\right\rangle_{\mathbf q}.
\end{equation}

Evaluate $W$ for the simple cubic (sc), body-centred (bcc) and face-centred (fcc) lattices. Find $kT_c/J$ in the mean-field and random-phase approximations (RPA), and compare the sc results with the Monte Carlo value $1.443$.

\section{A tempting solution}

At low temperature the spins lie close to the $z$ axis, so $S^z\approx1-\frac12(S_x^2+S_y^2)$. With $\mathbf S_{\mathbf q}=N^{-1/2}\sum_i e^{-i\mathbf q\cdot\mathbf r_i}\mathbf S_i$, the energy to second order is
\begin{equation}
H\approx-\tfrac12NJ_0+\tfrac12\sum_{\mathbf q}(J_0-J_{\mathbf q})\left(|S^x_{\mathbf q}|^2+|S^y_{\mathbf q}|^2\right).
\end{equation}
Equipartition gives $\langle|S^x_{\mathbf q}|^2\rangle=kT/(J_0-J_{\mathbf q})$, and the same for $y$. Averaging over $\mathbf q$,
\begin{equation}
\langle S_x^2+S_y^2\rangle=\frac{2kTW}{J_0},\qquad
m=\langle S^z\rangle=1-\frac{kTW}{J_0}. \label{low}
\end{equation}
The magnetization seems to vanish at $kT_c=J_0/W$. For sc, with $W=1.516$ from below, this is $6J/1.516=3.96J$.

\section{The fault}

Insert this temperature into the first relation of (\ref{low}): it gives $\langle S_x^2+S_y^2\rangle=2$. A unit vector cannot have a transverse part whose square exceeds 1. The small-angle relation between $S^z$ and the transverse components holds near $m=1$ and was used at $m=0$.

The fluctuation formula and the length condition must therefore be treated separately. The RPA keeps the first down to $m\to0$, as an approximation. The second must be replaced by one that is correct there.

\section{The right solution}

\subsection{Mean field}

Replace the field $\mathbf h_i=J\sum_{j}\mathbf S_j$ of the neighbours by its average $J_0m$ along $z$. The component $s=S^z$ of a classical spin is uniformly distributed on $[-1,1]$ before weighting, so with $x=J_0m/kT$
\begin{equation}
m=\frac{\int_{-1}^1 s\,e^{xs}\,ds}{\int_{-1}^1e^{xs}\,ds}=\coth x-\frac1x=\frac x3-\frac{x^3}{45}+\dots
\end{equation}
Dividing by $m$ gives $1=J_0/(3kT)-O(m^2)$ with a positive coefficient in the subtracted term. A small non-zero $m$ thus appears just below
\begin{equation}
kT_c^{\rm MF}=\frac{J_0}{3}=\frac{zJ}{3}.
\end{equation}

\subsection{RPA}

Use the Poisson brackets $\{S_i^a,S_j^b\}=\delta_{ij}\epsilon_{abc}S_i^c$. They give $\dot{\mathbf S}_i=\{\mathbf S_i,H\}=\mathbf S_i\times\mathbf h_i$, and for $S^\pm=S^x\pm iS^y$
\begin{equation}
\{S_i^+,H\}=-i\left(h_i^zS_i^+-S_i^zh_i^+\right).
\end{equation}
This is exact. The RPA replaces $S_i^z$ by $m$ and $h_i^z$ by $J_0m$. Since $h^+_{\mathbf q}=J_{\mathbf q}S^+_{\mathbf q}$,
\begin{equation}
\{S^+_{\mathbf q},H\}\approx-i\,m(J_0-J_{\mathbf q})\,S^+_{\mathbf q}. \label{eom}
\end{equation}

To obtain an equilibrium average, use the azimuth $\phi_i$ and $s_i=S_i^z$. Since $S_i^+=\sqrt{1-s_i^2}\,e^{i\phi_i}$ and $\{S_i^+,S_i^z\}=iS_i^+$, one has $\{\phi_i,s_i\}=1$, so $\{f,g\}=\sum_i[\partial_{\phi_i}(f\,\partial_{s_i}g)-\partial_{s_i}(f\,\partial_{\phi_i}g)]$. The measure on each sphere is $ds_i\,d\phi_i$. The first term integrates to zero by periodicity in $\phi_i$, and the second because $\partial_{\phi_i}g=0$ at the poles $s_i=\pm1$. A Poisson bracket therefore integrates to zero over all spin directions. Applied to $\{A,Be^{-\beta H}\}$ with $\beta=1/kT$, this gives
\begin{equation}
\langle\{A,B\}\rangle=\beta\langle B\{A,H\}\rangle .
\end{equation}
Choose $A=S^+_{\mathbf q}$ and $B=A^*$. Because $\{S_i^+,S_i^-\}=-2iS_i^z$, the left side is $-2im$. With (\ref{eom}) on the right,
\begin{equation}
-2im=-i\beta m(J_0-J_{\mathbf q})\langle|S^+_{\mathbf q}|^2\rangle
\;\Rightarrow\;
\langle|S^+_{\mathbf q}|^2\rangle=\frac{2kT}{J_0-J_{\mathbf q}}. \label{fluct}
\end{equation}
The magnetization has cancelled, so the RPA carries the low-temperature fluctuations unchanged to any $m>0$. Averaging over $\mathbf q$ again gives $\langle S_x^2+S_y^2\rangle=2kTW/J_0$.

Now let $m\to0$ from below $T_c$, assuming a continuous transition. The spin distribution becomes isotropic, each squared component averages to $1/3$, and
\begin{equation}
\frac23=\frac{2kT_cW}{J_0}\;\Rightarrow\; kT_c^{\rm RPA}=\frac{J_0}{3W}=\frac{zJ}{3W}. \label{rpa}
\end{equation}
The tempting answer was too large by the factor $2/(2/3)=3$ relative to this one.

The zone average of $\gamma_{\mathbf q}$ is zero because a site is not its own neighbour. As $1/(1-\gamma)$ is convex, $W\ge1$, and the RPA temperature cannot exceed the mean-field one. Near $\mathbf q=0$, $1-\gamma_{\mathbf q}\propto q^2$. In three dimensions $\int q^2dq/q^2$ converges there. On a square lattice $\int q\,dq/q^2$ diverges, and the RPA temperature is zero.

\subsection{Reducing the Watson integrals}

With angles $x,y,z$ (here $z$ is an angle) and $c_x=\cos x$, etc.,
\begin{equation}
\gamma_{\rm sc}=\tfrac13(c_x+c_y+c_z),\quad
\gamma_{\rm bcc}=c_xc_yc_z,\quad
\gamma_{\rm fcc}=\tfrac13(c_xc_y+c_yc_z+c_zc_x).
\end{equation}
The angles are $q_xa$, etc., for sc and $q_xa/2$, etc., for bcc and fcc, where $a$ is the cubic cell edge. A full period of all three angles covers a whole number of Brillouin zones, and $\gamma$ is even in each angle. The zone average is therefore the average over $[0,\pi]^3$.

Two integrals are needed. For $A>|B|$, the substitution $t=\tan(z/2)$ gives
\begin{equation}
\frac1\pi\int_0^\pi\frac{dz}{A-B\cos z}=\frac2\pi\int_0^\infty\frac{dt}{(A-B)+(A+B)t^2}=\frac1{\sqrt{A^2-B^2}}. \label{first}
\end{equation}
The second is
\begin{equation}
I(a,b)=\int_0^\infty\frac{dt}{\sqrt{(t^2+a^2)(t^2+b^2)}}=\frac{\pi}{2M(a,b)}, \label{agm}
\end{equation}
where $a,b$ are now any positive numbers and $M$ is their arithmetic-geometric mean, the common limit of repeating $(a,b)\to(\frac{a+b}2,\sqrt{ab})$. To prove it, put $u=\frac12(t-ab/t)$, which runs from $-\infty$ to $\infty$. Then
\begin{align}
du&=\frac{t^2+ab}{2t^2}\,dt,\qquad u^2+ab=\frac{(t^2+ab)^2}{4t^2},\\
u^2+\left(\frac{a+b}2\right)^2&=\frac{(t^2+a^2)(t^2+b^2)}{4t^2}.
\end{align}
Hence
\begin{equation}
I\!\left(\tfrac{a+b}2,\sqrt{ab}\right)=\frac12\int_{-\infty}^{\infty}\!\frac{du}{\sqrt{(u^2+ab)\left(u^2+\frac{(a+b)^2}{4}\right)}}=I(a,b).
\end{equation}
Repetition brings both arguments to $M$, and $\int_0^\infty dt/(t^2+M^2)=\pi/(2M)$. Taking out constant factors, and using $M(\lambda a,\lambda b)=\lambda M(a,b)$, gives the form used below:
\begin{equation}
\int_0^\infty\frac{dt}{\sqrt{(p+qt^2)(r+st^2)}}=\frac{\pi}{2M(\sqrt{ps},\sqrt{qr})}. \label{general}
\end{equation}

\textbf{Simple cubic.} Let $B=3-c_x$. By (\ref{first}), the $z$ average of $3/(B-c_y-c_z)$ is $3/\sqrt{(B-1-c_y)(B+1-c_y)}$. With $t=\tan(y/2)$, $c_y=(1-t^2)/(1+t^2)$ and $dy=2dt/(1+t^2)$, the $y$ average is
\begin{equation}
\frac6\pi\int_0^\infty\frac{dt}{\sqrt{(B-2+Bt^2)(B+(B+2)t^2)}}=\frac{3}{M(B,\sqrt{B^2-4})}.
\end{equation}

\textbf{Body-centred.} The $z$ average is $1/\sqrt{1-c_x^2c_y^2}$. With $t=\tan y$ on $[0,\pi/2]$, counted twice, $c_y^2=1/(1+t^2)$ and the $y$ average is
\begin{equation}
\frac2\pi\int_0^\infty\frac{dt}{\sqrt{(1+t^2)(\sin^2x+t^2)}}=\frac1{M(1,\sin x)}.
\end{equation}

\textbf{Face-centred.} The $z$ average is $3/\sqrt{(3-c_xc_y)^2-(c_x+c_y)^2}$. The radicand is the product of
\begin{align}
4-(1+c_x)(1+c_y)&=\frac{4(\sin^2\frac x2+t^2)}{1+t^2},\\
4-(1-c_x)(1-c_y)&=\frac{4(1+t^2\cos^2\frac x2)}{1+t^2},
\end{align}
again with $t=\tan(y/2)$. The $y$ average is then
\begin{equation}
\frac{3}{2\pi}\int_0^\infty\frac{dt}{\sqrt{(\sin^2\frac x2+t^2)(1+t^2\cos^2\frac x2)}}=\frac{3}{4M(1,\frac12\sin x)}.
\end{equation}

One angle remains:
\begin{align}
W_{\rm sc}&=\frac3\pi\int_0^\pi\frac{dx}{M(B,\sqrt{B^2-4})},\qquad B=3-\cos x,\\
W_{\rm bcc}&=\frac1\pi\int_0^\pi\frac{dx}{M(1,\sin x)},\qquad
W_{\rm fcc}=\frac3{4\pi}\int_0^\pi\frac{dx}{M(1,\frac12\sin x)}.
\end{align}
Where one argument of $M$ tends to zero, (\ref{agm}) shows that $1/M$ grows logarithmically, since its integrand behaves as $1/t$ between the small and the large argument. Such endpoints are integrable.

\subsection{A closed form for bcc}

Use the half-angle tangents $u,v,w$ of all three angles. The factors $1+u^2$, etc., cancel between measure and integrand, and
\begin{equation}
(1+u^2)(1+v^2)(1+w^2)-(1-u^2)(1-v^2)(1-w^2)=2(u^2+v^2+w^2+u^2v^2w^2).
\end{equation}
The measure supplies $8/\pi^3$, so
\begin{equation}
W_{\rm bcc}=\frac4{\pi^3}\int_0^\infty\!\!\int_0^\infty\!\!\int_0^\infty\frac{du\,dv\,dw}{u^2+v^2+w^2+u^2v^2w^2}.
\end{equation}
In spherical coordinates the denominator is $r^2(1+gr^4)$ with $g=\sin^4\theta\cos^2\theta\sin^2\phi\cos^2\phi$. The radial integral is $\int_0^\infty dr/(1+gr^4)=\pi g^{-1/4}/(2\sqrt2)$. The $\sin\theta$ in $g^{-1/4}$ cancels that of the volume element, and the angles separate:
\begin{align}
W_{\rm bcc}&=\frac{\sqrt2}{\pi^2}\int_0^{\pi/2}\frac{d\theta}{\sqrt{\cos\theta}}\int_0^{\pi/2}\frac{d\phi}{\sqrt{\sin\phi\cos\phi}}\\
&=\frac{\sqrt2}{\pi^2}\,\frac{\sqrt\pi\,\Gamma(\frac14)}{2\Gamma(\frac34)}\,\frac{\Gamma(\frac14)^2}{2\sqrt\pi}=\frac{\Gamma(\frac14)^4}{4\pi^3}.
\end{align}
Both angular integrals are beta functions, and the last step uses $\Gamma(\frac14)\Gamma(\frac34)=\pi\sqrt2$.

\section{Numbers and comparison}

Quadrature of the single integrals gives the following values.

\begin{center}
\begin{tabular}{lcccc}
lattice & $z$ & $W$ & $kT_c^{\rm MF}/J$ & $kT_c^{\rm RPA}/J$\\
sc & 6 & 1.516 & 2.000 & 1.319\\
bcc & 8 & 1.393 & 2.667 & 1.914\\
fcc & 12 & 1.345 & 4.000 & 2.975
\end{tabular}
\end{center}

For sc the arithmetic is $6/3=2$ and $6/(3\times1.5164)=1.319$. Relative to the Monte Carlo value, mean field is high by $2/1.443-1=38.6\%$ and the RPA is low by $1-1.319/1.443=8.6\%$.

The numerical check checks the reference value with its own simulation. It uses the Binder cumulant $U=1-\langle M^4\rangle/(3\langle M^2\rangle^2)$, where $M$ is the length of the average spin of a periodic lattice of edge $L$. Deep in the ordered phase $M$ hardly fluctuates and $U\to2/3$. Far above $T_c$ its three components are Gaussian, $\langle M^4\rangle=\frac53\langle M^2\rangle^2$, and $U\to4/9$. Under finite-size scaling, curves for different large $L$ cross at $T_c$. A quadratic fit to the difference of the curves for $L=6$ and $12$ at five temperatures between $1.36J$ and $1.52J$ puts their crossing at $kT/J=1.440$, with a statistical error of $0.003$. The last digit also depends on the fit: a quadratic through the three central temperatures alone gives $1.442$. This agrees with $1.443$ but does not establish its last digit: the statistical error alone is three units of that digit, and the finite-size shift of the crossing, which is not estimated, is not included in it. The program asserts agreement only to within $0.02$.

The simulation also shows where the approximations fail. Within the mean-field approximation the neighbour correlation is $m^2$, which vanishes at its transition, whereas at $kT=1.44J$ on the $L=12$ lattice $\langle\mathbf S_i\cdot\mathbf S_j\rangle=0.344$ for neighbours.

For the RPA, weight the fluctuations of each spin component by $1-\gamma_{\mathbf q}$ and average over $\mathbf q$. This gives the on-site average minus the neighbour correlation. Within the RPA, isotropy makes all three components follow the form $kT/(J_0-J_{\mathbf q})$ when $m\to0$, which happens at $kT=1.319J$. To test this form near the true transition, evaluate it at $kT=1.44J$:
\begin{equation}
\langle\mathbf S_i^2\rangle-\langle\mathbf S_i\cdot\mathbf S_j\rangle=\frac{3kT}{J_0}=\frac{3\times1.44}{6}=0.720 .
\end{equation}
For the unit spins of the simulation the same difference is $1-0.344=0.656$, so at this temperature and in this average the RPA form overestimates the fluctuations. At its own transition, where $\langle\mathbf S_i^2\rangle=1$, the RPA gives $1/W=0.659$ for the difference, close to the value simulated at $1.44J$. The third digit of this agreement carries no weight, because the simulated value is not converged in lattice size: the neighbour correlation at $1.44J$ falls by about $0.02$ from $L=6$ to $L=12$, and a rough extrapolation puts the difference for the infinite lattice near $0.67$, still well below $0.720$. The spin length tells the same story. At $kT=1.443J$ the RPA form would give $\langle\mathbf S_i^2\rangle=3\times1.443\times1.5164/6=1.094$ instead of 1. Lowering the temperature by this factor restores unit length and gives $1.443/1.094=1.319$.

At low temperature the fluctuation formula itself is sound. For $kT=0.05J$ and $L=6$, with $W$ replaced by the sum of $1/(1-\gamma_{\mathbf q})$ over the non-zero wave vectors of that lattice divided by the number of sites $L^3$, it predicts $1-m=0.0108$, and the simulation gives $0.0109$. The tempting solution started from a valid result and failed chiefly by carrying the small-angle length relation to the transition. Away from low temperature the fluctuation formula is itself only an approximation, as the comparison at $1.44J$ shows.

\section*{Calculated quantities}
\begin{verbatim}
Watson integrals (dimensionless)
sc: W by AGM integral = 1.516386
sc: zone sums 50^3, 100^3 = 1.50804, 1.51221; extrapolated 1.51639
bcc: W by AGM integral = 1.393204
bcc: zone sums 50^3, 100^3 = 1.38208, 1.38764; extrapolated 1.39320
fcc: W by AGM integral = 1.344661
fcc: zone sums 50^3, 100^3 = 1.33632, 1.34049; extrapolated 1.34466
bcc: W from Gamma(1/4)^4/(4 pi^3) = 1.393204
sc: kTc/J mean field = 2.0000, RPA = 1.3189
bcc: kTc/J mean field = 2.6667, RPA = 1.9141
fcc: kTc/J mean field = 4.0000, RPA = 2.9747
bond correlation at J/kT = 0.3: simulated 0.1041, series 0.1033
1-m at kT/J = 0.05, L = 6: simulated 0.01086, RPA fluctuations 0.01077
Binder cumulants, sc (dimensionless)
kT/J = 1.36: U(L=6) = 0.6477, U(L=12) = 0.6585
kT/J = 1.40: U(L=6) = 0.6379, U(L=12) = 0.6486
kT/J = 1.44: U(L=6) = 0.6263, U(L=12) = 0.6273
kT/J = 1.48: U(L=6) = 0.6079, U(L=12) = 0.5816
kT/J = 1.52: U(L=6) = 0.5889, U(L=12) = 0.5224
crossing kT/J = 1.440, statistical error 0.003
Monte Carlo reference given in exercise, kTc/J = 1.443
neighbour correlation at kT/J = 1.44, L = 12: 0.3443
1 - correlation: simulated 0.6557, RPA form 0.7200
RPA spin-length sum at kT/J = 1.443 (must be 1): 1.0941
mean field relative to reference: +38.6 %
RPA relative to reference: -8.6 %
\end{verbatim}
